Folded phonon wave vectors for g-type and f-type transitions in silicon

Q: The lowest conduction valleys of silicon lie on the cubic axes, roughly 0.85 of the way from the zone centre to the zone face. Two opposite valleys are therefore about 1.7 zone radii apart. A phonon wave vector in the first Brillouin zone cannot be that long in this direction. How can one phonon carry an electron across?

A: What has to match is not the wave vector itself, but its effect on the lattice cells. To see this we need units. Let a be the cubic lattice constant, measure positions in a and wave vectors in 2π/a. A wave of wave vector k then has the phase 2πk·R at the lattice point R. The valleys sit at ±x along the three axes, with 0 < x < 1, and I take x = 0.85 as a round value for silicon.

For now both electron states are at valley minima, k before the jump and k′ after it. Consider a phonon of wave vector q that is absorbed. It moves the atoms of every cell in the same pattern, apart from a phase factor exp(2πi q·R). To first order in the displacements, the potential felt by the electron changes by

δV(r) = Σ_R exp(2πi q·R) D(r − R).

Here D(r) is the change caused by moving the atoms of the cell at the origin. The same function serves every cell because a lattice translation leaves the undisturbed crystal unchanged.

Q: And where does a conservation law come from? You have written down a potential, not a momentum balance.

A: From Bloch's theorem, ψ_k(r + R) = exp(2πi k·R) ψ_k(r). The matrix element is

M = Σ_R exp(2πi q·R) ∫ ψ*_k′(r) D(r − R) ψ_k(r) d³r.

In each term substitute r = r′ + R. The integral runs over a crystal with periodic boundary conditions, so the shift does not change its domain. The state ψ_k gives a factor exp(2πi k·R), and the conjugate state gives exp(−2πi k′·R). Hence

M = [Σ_R exp(2πi s·R)] ∫ ψ*_k′(r′) D(r′) ψ_k(r′) d³r′,
s = k + q − k′.

The integral no longer depends on R. The sum decides which q are allowed.

Let the crystal have N cells along each primitive vector a₁, a₂, a₃, so that R = n₁a₁ + n₂a₂ + n₃a₃, with each n running from 0 to N − 1. The sum is a product of three geometric sums,

Σ_R exp(2πi s·R) = S₁S₂S₃,
S_j = Σ_n z_jⁿ, z_j = exp(2πi s·a_j).

Periodic boundary conditions make z_j^N = 1. If z_j ≠ 1, then

S_j = (z_j^N − 1)/(z_j − 1) = 0.

If z_j = 1, then S_j = N. The product survives when all three numbers s·a_j are integers, and vanishes otherwise. The vectors with this property are the reciprocal-lattice vectors G. Since −G belongs to the lattice whenever G does, we may write s = −G, which gives

q = k′ − k − G.

Q: So you are free to subtract any G. Does a large G not make the process weaker?

A: Not through the sum, which equals N³ for every allowed G. Nor does the choice of G create a different phonon. Replacing q by q − G multiplies the phase factor of a cell by exp(−2πi G·R) = 1, so every atom moves as before. The strength is in the remaining integral, which depends on the electron states and on the displacement pattern. The conservation rule says where a phonon may lie, not which of its branches couples, or how strongly.

For emission the phase factor in the potential is the conjugate one, exp(−2πi q·R). The same argument gives q = k − k′ + G, so all vectors below change sign. I give the absorption vectors.

Q: Then the g-type case is easy. The jump from +x to −x needs −1.70 along the axis. The zone face is at 1, so I add one unit and get −0.70.

A: That would require (1, 0, 0) to be a reciprocal-lattice vector. Silicon has a face-centred cubic translation lattice, with primitive vectors

a₁ = (0, ½, ½), a₂ = (½, 0, ½), a₃ = (½, ½, 0).

For G = (G₁, G₂, G₃) the three integer conditions are

(G₂ + G₃)/2 = m₁,
(G₁ + G₃)/2 = m₂,
(G₁ + G₂)/2 = m₃.

Adding the last two and subtracting the first gives G₁ = m₂ + m₃ − m₁. In the same way G₂ = m₁ + m₃ − m₂ and G₃ = m₁ + m₂ − m₃. All components are therefore integers. Every pair has an even sum, so the three are all even or all odd. Conversely, any three integers of equal parity satisfy the conditions.

The vector (1, 0, 0) has mixed parity and fails. For your q = (−0.70, 0, 0) we get s = (1, 0, 0), hence s·a₂ = ½ and z₂ = −1. In a crystal with N = 40 cells along each primitive vector, S₂ is 1 − 1 + 1 − 1 and so on, with forty terms, and it is zero. The contributions of neighbouring cells cancel. The zone face is at distance 1 because it bisects the vector (2, 0, 0); the repeat distance along the axis is 2.

Q: Silicon has two atoms in its primitive cell. Does the second atom not alter the reciprocal lattice?

A: No. The sum over R counts translations that carry the whole crystal into itself, and in silicon these form the face-centred lattice. The second atom adds no further translation, because the bonds around the two atoms of the cell point in opposite directions, so a shift of one atom onto the other does not reproduce the crystal. The second atom enters D and the Bloch functions, and thus the integral.

Q: Fine. But before you fold anything, tell me how I know that a folded vector is in the first zone. I do not want to search infinitely many G.

A: The first zone contains the vectors p that are no longer than any equivalent vector p − G. Squaring the condition |p| ≤ |p − G| gives

p² ≤ p² − 2p·G + G²,
p·G ≤ G²/2.

For G = (2, 0, 0) this is 2p_x ≤ 2. With all signs and axes included, the six vectors of this type give

|p_x| ≤ 1, |p_y| ≤ 1, |p_z| ≤ 1.

For G = (±1, ±1, ±1) we have G²/2 = 3/2. Choosing the signs of G to match those of p gives the strongest condition,

|p_x| + |p_y| + |p_z| ≤ 3/2.

These inequalities suffice. To show it, order the magnitudes of the components of p as P₁ ≥ P₂ ≥ P₃, and those of G as g₁ ≥ g₂ ≥ g₃. The product p·G is largest when large components meet large ones with equal signs, so

p·G ≤ P₁g₁ + P₂g₂ + P₃g₃
 ≤ P₁g₁ + (P₂ + P₃)g₂
 ≤ P₁g₁ + (3/2 − P₁)g₂
 = (3/2)g₂ + P₁(g₁ − g₂)
 ≤ g₁ + g₂/2.

The second line uses g₃ ≤ g₂, the third uses the sum condition, and the last uses P₁ ≤ 1.

It remains to compare this with G²/2. If all components are even, each g is 0 or at least 2, so g ≤ g²/2. Then g₁ + g₂/2 ≤ g₁²/2 + g₂²/2 ≤ G²/2. If all are odd, each g is at least 1. From (g₁ − 1)² ≥ 0 follows g₁ ≤ g₁²/2 + 1/2 ≤ g₁²/2 + g₃²/2, while g₂/2 ≤ g₂²/2. Adding these again gives g₁ + g₂/2 ≤ G²/2. No further G has to be examined.

Q: Now do the g-type jump properly.

A: Let v be the unit vector towards the starting valley. The electron goes from xv to −xv, and the direct difference is

k′ − k = −xv − xv = −2xv.

Subtract G = −2v, which has even components:

p = −2xv + 2v = 2(1 − x)v.

Its one nonzero component is at most 1 when x ≥ ½, and the sum condition then holds as well. So for x > ½ this is the folded vector. For x = 0.85,

direct: (−1.70, 0, 0),
subtracted: (−2.00, 0, 0),
folded: (0.30, 0, 0).

The phonon lies on the cubic axis, 0.30 of the way from the zone centre Γ to the face centre X. If x were below ½, the direct vector of length 2x would already be in the zone. At x = ½ both forms have length 1 and lie at opposite face centres, which are equivalent. The folded length therefore rises as 2x up to that point and falls as 2(1 − x) beyond it.

Q: The electron jumps towards −v, yet the phonon it absorbs points towards +v. That looks like a sign error.

A: Put it back into the balance. Along the axis,

k + p + G = 0.85 + 0.30 − 2.00 = −0.85 = k′.

The sign is right. Crystal momentum is defined up to a reciprocal-lattice vector, so the direction of the jump as drawn in one zone need not be the direction of p. You can also draw the final valley in the next zone, at −0.85 + 2.00 = 1.15. It is the same electron state, and the jump from 0.85 to 1.15 is a short step of +0.30.

This also shows what the word umklapp means here. With both electron states and the phonon labelled in the first zone, G is not zero and the process is called umklapp. With the final state labelled at 1.15, the same process has G = 0. The label depends on the bookkeeping; the atomic motion does not.

Q: If the labels are so free, why bother to fold? I could use 1.70 in the phonon dispersion and be done.

A: You could, if the dispersion is the full periodic one, since then ω(q − G) = ω(q). You could not if you use an approximation such as ω = c|q|, with c a sound velocity. That form is not periodic, and it is meant for small |q|. Inserting 1.70 instead of 0.30 would raise the frequency by a factor 1.70/0.30 ≈ 5.7, although the phonon is the same. The folded vector is the one to use when a formula depends on the distance from Γ. Even at 0.30 the linear form is an approximation, and it can serve only for acoustic branches. The frequency of an optical branch does not go to zero at Γ.

Q: Let us turn to perpendicular valleys. I suppose I subtract one unit along each of the two axes involved.

A: Let the electron go from xv to xw, with v and w perpendicular unit vectors along cubic axes. The direct difference is

k′ − k = x(w − v),

with length √2 x. Your proposal is to subtract w − v. For a jump from +x to +y this is (−1, 1, 0), which has mixed parity and is not allowed. We can repair it by adding one unit along the third axis. Let n = v × w, and take

G = w − v ∓ n.

All three components are now ±1, so G is allowed. Subtracting it gives

p = x(w − v) − (w − v) ± n
 = (x − 1)(w − v) ± n
 = (1 − x)(v − w) ± n.

The price of shortening the two components in the plane is a full unit along the axis that neither valley occupies.

Q: That price may be too high. How do you know that the new vector is shorter?

A: Compare the squares. The three components of p are perpendicular, so

p² = (1 − x)² + (1 − x)² + 1 = 1 + 2(1 − x)².

The square of the direct length is 2x², and the gain is

2x² − [1 + 2(1 − x)²]
= 2x² − 1 − 2 + 4x − 2x²
= 4x − 3.

Folding pays when x > ¾. The zone conditions agree. No component of p exceeds 1, and the sum of magnitudes is

2(1 − x) + 1 = 3 − 2x,

which is at most 3/2 when x ≥ ¾. For x < ¾ the direct vector has components x < 1 and the sum 2x < 3/2, so it is itself in the zone. The f-type process thus needs a higher valley position than the g-type before umklapp sets in. With x = 0.85 silicon is above both thresholds.

For the jump from +x to +y the numbers are

direct: (−0.85, 0.85, 0), length 1.2021,
subtracted: (−1, 1, −1),
folded: (0.15, −0.15, 1).

The folded length is

√(1 + 2 × 0.15²) = √1.045 = 1.0223.

Q: You have left a ± in the result. Are there two phonons for each jump, and must I count the rate twice?

A: No. The other choice, G = (−1, 1, 1), gives (0.15, −0.15, −1). The two forms differ by (0, 0, 2), a reciprocal-lattice vector, so they describe the same displacement of every atom. They appear together because p lies on the zone face, and opposite faces are equivalent. Counting both would double the rate wrongly.

What must be counted is the number of final valleys. From each valley there is one opposite valley and there are four perpendicular ones. Six starting valleys give 6 ordered g-type pairs and 24 ordered f-type pairs.

Q: The direct vector points along a face diagonal. Should the f-type phonon not be read from the dispersion along Σ, the line from Γ in the direction (1, 1, 0)?

A: Not from the part inside the first zone. Along Σ the sum condition stops that part at K, where the two nonzero components have magnitude ¾. The direct vector has components of 0.85 and lies beyond K. It is on the continuation of the Σ line, which is equivalent to a line on the square zone face.

To see which line, take the face centre X = (0, 0, 1) and the edge point U = (¼, −¼, 1). For the jump from +x to +y,

p = (1 − x, −(1 − x), 1)
 = X + 4(1 − x)(U − X).

With x = 0.85 the phonon is 4 × 0.15 = 0.60 of the way from X to U. If a dispersion plot continues the diagonal from K to X, the point can be read there. If it stops at K, the point can be found only on a separate X–U section, if the plot has one.

The angle between p and the cubic axis follows from the ratio of its in-plane length √2(1 − x) to its axial component 1:

θ = arctan[√2(1 − x)] = arctan(0.2121) = 11.98°.

The phonon is thus about 12° from the axis perpendicular to both valleys, whereas the direct vector is in the plane of the valleys.

Q: What happens at the threshold x = ¾? A phonon cannot jump suddenly from K to a different part of the zone.

A: It does not. At x = ¾ the direct vector is (−¾, ¾, 0), a K point. The folded forms are (¼, −¼, ±1), two U points. All three have the same length and are equivalent. As x passes through ¾, the physical phonon changes continuously, and what changes is which of its labels is shortest. The folded length is continuous too, but it has a kink: it rises as √2 x below ¾ and falls as √(1 + 2(1 − x)²) above it.

The other limit is x → 1. The g-type vector then shrinks to zero, and the f-type vector becomes (0, 0, ±1), the X point. The reason is visible in the valleys. At x = 1 the positions v and −v differ by 2v, a reciprocal-lattice vector, so opposite valleys sit at the same point of the zone and three distinct positions remain. Whether the two electron states also become one is not settled by this geometry. In a zinc-blende crystal such as GaP the lowest conduction state at X is single, spin aside, and no g-type partner is left. In the diamond structure of silicon the bands are degenerate in pairs at X, so the two states stay orthogonal, and a jump between them would need a phonon of zero wave vector.

Q: Your 0.85 is a rough number. How much of the result survives if it is slightly wrong?

A: The classification survives as long as x stays above ¾. The lengths respond differently. For the g-type,

d|p|/dx = d[2(1 − x)]/dx = −2.

For the f-type, the chain rule gives

d|p|/dx = [−4(1 − x)] / [2√(1 + 2(1 − x)²)]
 = −2(1 − x)/√(1 + 2(1 − x)²)
 = −0.30/1.0223
 = −0.2935.

Changing x by 0.02 in either direction gives:

x = 0.83: g length 0.3400, f length 1.0285
x = 0.85: g length 0.3000, f length 1.0223
x = 0.87: g length 0.2600, f length 1.0168

The g length changes by 0.04, or 13% of its value at x = 0.85. The f length changes by only 0.5 to 0.6% of its value there.

Q: So the f-type phonon is practically fixed?

A: Its length is, but not its position. When x changes by δ, both in-plane components change by δ in magnitude, and p moves by √2|δ|. For δ = 0.02 this is 0.028, compared with 0.040 for the g-type. The f length hardly reacts because the movement is nearly perpendicular to p. A frequency that varies along the line X–U will notice the displacement even though |p| hardly changes.

Q: One objection remains. A phonon carries energy. If the electron starts at one minimum and absorbs it, it cannot finish at another minimum of the same energy.

A: Correct. The vectors found so far are reference values for the two valley minima, and a real transition also has to conserve energy. Write the initial state as k₀ + κ and the final state as k₀′ + κ′, where k₀ and k₀′ are the minima and κ and κ′ are small offsets. With the same G as before, the absorbed phonon has

p = (k₀′ + κ′) − (k₀ + κ) − G = p₀ + κ′ − κ,

where p₀ is the reference vector. Energy conservation restricts the offsets, and the phonons taking part fill a region around p₀ whose size is set by κ′ − κ. For emission the whole expression changes sign.

Q: But your f-type vector is on the zone face. The slightest offset may push it outside.

A: Then the other form takes over. Let the offset along n be ε. The two forms have the axial components 1 + ε and −1 + ε. For small positive ε the second is inside the zone, and for small negative ε the first is. The sum condition is not in danger for small offsets, because at x = 0.85 the sum is 3 − 1.70 = 1.30, below the limit of 1.50. For each ε the two forms describe the same phonon. Only the choice of the shorter label changes as ε passes through zero.

The g-type vector, at 0.30, is well inside the zone and needs no such change. A single vector represents the transition well only if the offsets are small compared with the distances involved. For the g-type length of 0.30 this is a rough approximation even for ordinary electrons at room temperature. In silicon, an electron 0.06 eV above the minimum and displaced along the valley axis, where its mass is about 0.92 free-electron masses, has an offset of about 0.10. That is a third of the g-type length. An electron can reach such an energy by absorbing a phonon of about 0.06 eV. Thermal motion alone at room temperature gives a root-mean-square offset along the axis of about 0.05, a sixth of the g-type length. Where such differences matter, one has to fold k′ − k for each pair of states.

Numbers in the example were calculated in double precision.
